# Cost of Silicon and Carbon Atoms in Diffusion Monte Carlo

## Problem

Diffusion Monte Carlo projects the lowest energy compatible with the nodes of a trial function by following random walks of the electrons. Ceperley's estimate for the computer time of an all-electron calculation on an atom of nuclear charge $Z$, at fixed absolute statistical error, is

$$
\mathcal C\propto Z^{5.5}.
$$

(a) Estimate the cost ratio of a silicon atom to a carbon atom.

(b) Account for the size of the exponent from the noise, the time step and the work per step.

(c) Explain what is saved when a pseudopotential replaces the core electrons, and estimate the saving for each atom.

(d) Find how the answer to (a) changes if the relative error is held fixed instead.

Take neutral atoms in their triplet ground states, with trial functions of like quality. The target standard error is $\varepsilon=1$ millihartree, or 0.0272 eV. Hartree atomic units are used except where eV is written.

## Solution

### (a) The ratio

The prefactor of the law cancels between the two atoms. With $Z_{\rm Si}=14$ and $Z_{\rm C}=6$,

$$
\frac{\mathcal C_{\rm Si}}{\mathcal C_{\rm C}}
=\left(\frac{14}{6}\right)^{5.5}=(2.333)^{5.5}\approx 106 .
$$

Silicon costs about one hundred times as much as carbon. The law is a scaling estimate, so the factor deserves one figure. Raising the exponent by one multiplies the ratio by 2.33, to about 250.

### (b) Where the exponent comes from

**Noise of a correlated average.** Let $\Phi$ be the real, normalized trial function, and let $E_L=(H\Phi)/\Phi$ be its local energy. Its mean over $\Phi^2$ is the variational energy $E_V$; write $\delta E_L=E_L-E_V$. Successive values along a walk are correlated, with autocorrelation $C(t)=\langle\delta E_L(0)\,\delta E_L(t)\rangle$. The average over a total imaginary time $T$ has variance

$$
\varepsilon^2=\frac1{T^2}\int_0^T\!\!\int_0^T C(|t-t'|)\,dt\,dt'
=\frac{2}{T^2}\int_0^T (T-t)\,C(t)\,dt .
$$

The second form collects all pairs of times with the same separation $t$. If $T$ is much longer than the correlation time, $T-t$ may be replaced by $T$:

$$
\varepsilon^2=\frac2T\int_0^\infty C(t)\,dt. \tag{1}
$$

**The operator that drives the walk.** Without branching, the walkers drift with velocity $\nabla\Phi/\Phi$ and diffuse. Their density $f$ obeys

$$
\frac{\partial f}{\partial t}=\tfrac12\nabla^2 f-\nabla\cdot\left(f\,\frac{\nabla\Phi}{\Phi}\right).
$$

Put $f=\Phi g$. The right side becomes

$$
\tfrac12\left(g\nabla^2\Phi+2\nabla\Phi\cdot\nabla g+\Phi\nabla^2g\right)
-\nabla g\cdot\nabla\Phi-g\nabla^2\Phi
=\tfrac12\Phi\nabla^2g-\tfrac12g\nabla^2\Phi .
$$

Division by $\Phi$ gives $\partial g/\partial t=-H_\Phi g$, with

$$
H_\Phi=-\tfrac12\nabla^2+\frac{\nabla^2\Phi}{2\Phi}.
$$

For a local potential $V$, the definition of the local energy reads $E_L=-\nabla^2\Phi/(2\Phi)+V$. Hence $\nabla^2\Phi/(2\Phi)=V-E_L$, and

$$
H_\Phi=H-E_L,\qquad H_\Phi\Phi=0 .
$$

Within a region bounded by nodes $\Phi$ has one sign, so it is the ground state of $H_\Phi$ there. I assume that all such regions are related by exchanges of like-spin electrons, so that one region represents them all.

**Noise as an energy difference.** Let $\chi_k$ be the eigenfunctions of $H_\Phi$ with eigenvalues $\lambda_k$, where $\chi_0=\Phi$ and $\lambda_0=0$. Define $c_k=\langle\chi_k|\delta E_L|\Phi\rangle$. The coefficient $c_0$ is the mean of $\delta E_L$, which vanishes. To obtain $C(t)$, weight the equilibrium density by $\delta E_L$, propagate it for a time $t$, and average $\delta E_L$ again:

$$
C(t)=\sum_{k>0}c_k^2e^{-\lambda_kt},\qquad
\int_0^\infty C(t)\,dt=\sum_{k>0}\frac{c_k^2}{\lambda_k}.
$$

The true Hamiltonian is $H=H_\Phi+E_V+\delta E_L$. Treat $\delta E_L$ as a perturbation of $H_\Phi+E_V$, keeping the nodes of $\Phi$. The first-order shift is zero, and through second order the fixed-node energy is

$$
E_{\rm FN}=E_V-\sum_{k>0}\frac{c_k^2}{\lambda_k}.
$$

The sum is the noise integral just found. Equation (1) therefore gives

$$
T=\frac{2\,(E_V-E_{\rm FN})}{\varepsilon^2} \tag{2}
$$

to leading order in the error of the trial function. A function that misses more energy also needs a longer walk. Branching multiplies the walkers by weights that are themselves driven by $\delta E_L$. While these weights stay near one over a correlation time, they alter the variance at the next order. For a poor trial function that correction need not be small, so equation (2) then gives the scale of $T$ and not its exact value.

**A case with a known scale.** Take two 1s electrons with $\Phi\propto e^{-Z(r_1+r_2)}$, for which $E_L=-Z^2+1/r_{12}$. In the scaled variables $Z\mathbf r$ and $Z^2t$, the amplitude of $\delta E_L$ is proportional to $Z$ and each $\lambda_k$ to $Z^2$. The variance grows as $Z^2$, the correlation time falls as $Z^{-2}$, and the noise integral does not depend on $Z$.

Simulated walks gave 0.146 hartree for the carbon nucleus and 0.155 hartree for silicon. Direct second-order sums over states in a finite basis gave 0.156 and 0.155 hartree; the basis-limit value is 0.158 hartree for any $Z$. The test allowed a relative difference of 12%; the larger one found was 6%. In scaled variables the two walks are the same process, so the difference between their results is sampling scatter, about 2% for each walk, and not a trend with $Z$. The finite length of the walks also lowers both results by about 3%, through the factor $T-t$ dropped in equation (1).

**Time step.** The core has a radius of order $1/Z$. In one step of length $\tau$ an electron diffuses a distance of order $\sqrt\tau$, which must remain a fixed small fraction of that radius. Hence

$$
\tau=\frac{x}{Z^2},\qquad
M=\frac T\tau=\frac{2Z^2(E_V-E_{\rm FN})}{x\,\varepsilon^2}, \tag{3}
$$

where $M$ is the number of steps summed over all walkers. One step moves every electron once. I use $x=0.03$ throughout. In the two-electron core, 0.3% of the moves were then rejected for either nucleus. With carbon's time step, the silicon core rejected 3%, about ten times as many. Equation (3) also requires $\tau$ to be shorter than the correlation time of the noise. With longer steps the samples become independent, and the number needed is set by the variance alone.

**Work per step.** There are $N$ electrons to move. If each move needs a number of orbital and pair evaluations proportional to $N$, one step costs $N^2$. If determinant algebra dominates, it costs $N^3$. For a neutral all-electron atom $N=Z$, so

$$
\mathcal C\propto Z^2\,(E_V-E_{\rm FN})\,Z^p,\qquad p=2\ \text{or}\ 3. \tag{4}
$$

**Size of the energy difference.** For a Hartree-Fock determinant, $E_V-E_{\rm FN}$ is the part of the correlation energy that can be recovered without moving the nodes. I estimate its size by the second-order Møller-Plesset correlation energy, in one basis of s, p and d functions for both atoms. This leaves out higher angular functions and higher-order correlation, and it does not subtract the fixed-node error, the part of the correlation energy that the nodes of $\Phi$ put out of reach. The all-electron calculations are also nonrelativistic.

The result is 0.115 hartree for carbon and 0.385 hartree for silicon, a ratio of 3.34. Between these two atoms that corresponds to a power

$$
\frac{\ln 3.34}{\ln 2.333}\approx1.42 .
$$

It is a slope between two points, not a general law for the correlation energy. The energies are not converged in the basis: adding f functions raises them by about 0.008 hartree for carbon and 0.05 hartree for silicon, and the power to about 1.5. The pseudo-atom values used in part (c) rise by about 0.007 hartree. The simulated walks tested equation (2) only for a two-electron core without nodes, so its use for these larger determinants rests on the leading-order argument. With $p=2$, equation (4) gives

$$
\frac{\mathcal C_{\rm Si}}{\mathcal C_{\rm C}}
\approx(2.333)^2\times3.34\times(2.333)^2\approx99,
$$

and an exponent of $2+1.42+2=5.42$. With $p=3$ the ratio is about 230 and the exponent 6.42. The value 5.5 thus fits a calculation in which orbital and pair evaluations dominate. Two of its powers come from the time step, about two from the work, and the rest from the noise.

### (c) What core removal saves

A pseudopotential represents the nucleus and core by an effective ion. Carbon loses two electrons and silicon ten. Both keep four electrons and an ionic charge of 4. If the law is applied with 4 in place of $Z$, the saving factor is

$$
S=\left(\frac Z4\right)^{5.5},\qquad S_{\rm C}\approx9.3,\qquad S_{\rm Si}\approx980 .
$$

In this estimate the two pseudo-atoms cost the same, and the ratio of one hundred has disappeared. The substitution is an assumption, because the law was stated for bare nuclei. Equation (3) gives a second estimate that separates the sources of the saving. I keep $\varepsilon$ and $x$ fixed, set $\tau=x/4^2$ for the pseudo-atoms, use $N^2$ work, and recompute the correlation energy with ccECP pseudopotentials:

| Atom | $N$ | Correlation size (hartree) | $\tau$ (a.u.) | Steps $M$ | $MN^2$ |
|---|---:|---:|---:|---:|---:|
| C, all-electron | 6 | 0.115 | $8.3\times10^{-4}$ | $2.8\times10^8$ | $1.0\times10^{10}$ |
| C, ccECP | 4 | 0.065 | $1.9\times10^{-3}$ | $7.0\times10^7$ | $1.1\times10^9$ |
| Si, all-electron | 14 | 0.385 | $1.5\times10^{-4}$ | $5.0\times10^9$ | $9.9\times10^{11}$ |
| Si, ccECP | 4 | 0.054 | $1.9\times10^{-3}$ | $5.7\times10^7$ | $9.1\times10^8$ |

For silicon the saving is a product of three factors:

$$
\underbrace{12.25}_{\text{time step}}\times
\underbrace{12.25}_{\text{work}}\times
\underbrace{7.19}_{\text{noise}}\approx1100 .
$$

For carbon it is $2.25\times2.25\times1.76\approx8.9$. Both products lie close to the values from the law. The pseudo-silicon atom costs 0.82 times as much as pseudo-carbon, because $N$ and $\tau$ are equal and its valence correlation energy is smaller. These figures depend on the basis: quadruple-zeta sets with f and g functions give about 0.86 for this ratio, and noise factors of about 1.7 for carbon and 6.6 for silicon. The equal $\tau$ is also an assumption. The valence kinetic energy is 3.5 hartree for pseudo-carbon and 1.3 hartree for pseudo-silicon, so the silicon orbitals are more extended and would probably tolerate a longer step, which would lower the ratio.

The noise factor shows how much sampling effort the core takes. If the valence contribution is taken as equal to that of the pseudo-atom, the core and its coupling to the valence account for $0.385-0.054=0.331$ hartree in silicon, or 86% of the total. In carbon they account for $0.115-0.065=0.050$ hartree, or 43%. With f and g functions the carbon share is about 41%. The value 0.050 is less than the 0.158 hartree of the two-electron case because Hartree-Fock orbitals have already adjusted to the mean repulsion, whereas the bare hydrogenic orbitals have not: orbital relaxation accounts for 0.111 hartree of that second-order energy and leaves 0.047 hartree.

**Why the core can be given up.** Valence energy differences depend weakly on it. In Hartree-Fock theory, the pseudopotential changes the total energy of silicon from $-288.85$ to $-3.68$ hartree, yet the ionization energy changes only from 7.642 to 7.648 eV in this basis. The last digits are not converged: a core-valence quadruple-zeta basis gives $-288.86$ hartree and ionization energies of 7.637 and 7.657 eV. Scalar relativity, which is built into the pseudopotential, lowers the all-electron value by a further 0.01 eV. The agreement is thus within 0.02 to 0.03 eV. The core energy cancels almost completely between atom and ion.

Its statistical noise does not cancel. Two independent runs, each with error $\varepsilon$, give a difference with error $\sqrt2\,\varepsilon$, or 0.038 eV here. An all-electron calculation must therefore average away core fluctuations that carry little information about the valence energy.

For carbon the two ionization energies are 10.801 and 10.888 eV. Their difference, about 0.09 eV, is about three times the statistical target of a single run. Longer sampling does not remove such a difference. Because it was found at the Hartree-Fock level, it is not a measure of the pseudopotential error in a correlated calculation.

**The price of a nonlocal pseudopotential.** Its action depends on angular momentum, so the trial function must be evaluated at extra points on a sphere around the ion. Suppose there are 12 points, every electron is always within range, and each point costs as much as an ordinary move. The work then rises by a factor of 13. Silicon still saves a factor of $982.6/13\approx76$, while for carbon $9.3/13\approx0.72$, which is a loss. Electrons outside the range need no such points, so under this pricing 13 is an upper limit. With the time step assumed here, the saving for silicon survives this overhead; that for carbon depends on the implementation.

**Comparison with practical calculations.** The determinants used here have no Jastrow factor, the explicit correlation factor normally included in production work. The step counts in the table are therefore larger than a good trial function would need. If the factor reduces $E_V-E_{\rm FN}$ by the same fraction in every case, all the counts fall and the ratios stay as they are. If it describes the valence better than the core, the all-electron calculation gains less and core removal saves more. The time step for the pseudo-atoms is also an assumption. In practice it is chosen by checking how the energy changes with $\tau$, and by equation (3) the saving changes in proportion to it. A nonlocal potential in diffusion Monte Carlo usually brings a further approximation, in which its action is evaluated with the trial function. The resulting error is systematic and is not included in these costs.

### (d) Fixed relative error

Let the permitted error now be a fixed fraction of the total energy, so that $\varepsilon\propto|E|$. By equation (2) the cost varies as $1/\varepsilon^2$, and the ratio from (a) must be divided by the square of the energy ratio. The all-electron Hartree-Fock energies are $-288.85$ and $-37.69$ hartree, with ratio 7.66. Hence

$$
\left(\frac{\mathcal C_{\rm Si}}{\mathcal C_{\rm C}}\right)_{\rm relative}
\approx\frac{105.7}{(7.66)^2}\approx1.8 .
$$

Almost all of the factor of one hundred is gone, because silicon is now allowed an error 7.66 times larger in hartree. That allowance is of little use for ionization or bonding, whose energies do not grow in proportion to the total energy. For such quantities the fixed absolute error of part (a) is the relevant condition.

The numerical output below gives most of these values to more figures.

## Calculated quantities

```
Target error: 0.0010 hartree = 0.0272 eV
tau*Z^2 = 0.030 (dimensionless)
C 1s2 core: noise integral, walk 0.1460 hartree
C 1s2 core: second-order energy size 0.1556 hartree
C 1s2 core: rejected moves 0.32 percent
Si 1s2 core: noise integral, walk 0.1551 hartree
Si 1s2 core: second-order energy size 0.1554 hartree
Si 1s2 core: rejected moves 0.31 percent
Si core at carbon's tau: rejected moves 3.05 percent
C all-electron: N = 6, HF energy -37.6933 hartree
  MP2 correlation size 0.1152 hartree, HF ionization 10.801 eV
  tau 8.333e-04 a.u., steps 2.76e+08
C ccECP: N = 4, HF energy -5.3189 hartree
  MP2 correlation size 0.0654 hartree, HF ionization 10.888 eV
  tau 1.875e-03 a.u., steps 6.97e+07
Si all-electron: N = 14, HF energy -288.8519 hartree
  MP2 correlation size 0.3852 hartree, HF ionization 7.642 eV
  tau 1.531e-04 a.u., steps 5.03e+09
Si ccECP: N = 4, HF energy -3.6755 hartree
  MP2 correlation size 0.0536 hartree, HF ionization 7.648 eV
  tau 1.875e-03 a.u., steps 5.71e+07
Charge ratio Si/C: 2.3333
Law, exponent 5.5: Si/C cost ratio 105.7
Exponent 6.5 instead: Si/C cost ratio 246.5
All-electron correlation ratio Si/C: 3.344, exponent 1.42
Built estimate, N^2 work: Si/C cost ratio 99.1, exponent 5.42
Built estimate, N^3 work: Si/C cost ratio 231.3, exponent 6.42
C core removal, law: saving factor 9.3
C core removal, built: saving factor 8.9
  factors: time step 2.25, work 2.25, noise 1.76
  law saving after worst quadrature overhead (13): 0.72
Si core removal, law: saving factor 982.6
Si core removal, built: saving factor 1079.3
  factors: time step 12.25, work 12.25, noise 7.19
  law saving after worst quadrature overhead (13): 75.58
Built estimate with ccECP: Si/C cost ratio 0.82
All-electron HF energy ratio Si/C: 7.663
Law at fixed relative error: Si/C cost ratio 1.80
```
